Empty slabs under a small gate: Poisson statistics of trap-assisted tunnelling

**Problem**

A gate insulator of thickness d = 4 nm lies under a square gate of side L = 50 nm. It contains traps at a mean density n = 10¹⁸ cm⁻³. An electron can cross the film in two tunnelling steps, from the silicon to a trap and from the trap to the gate.

(a) At what depth does a single trap carry the largest current?

(b) Centre a slab of thickness t = 0.2 nm on that depth. How much does the single-trap current vary across it?

(c) In what fraction of devices does the slab contain no trap?

(d) How much trap-assisted current, on average, remains in a device whose slab is empty?

Take a tunnelling mass of 0.2 electron masses, a trap level φ = 1.5 eV below the conduction band of the insulator, a bias of 0.5 V and a temperature of 300 K. These are rough illustrative values, loosely based on a gadolinium oxide film on silicon; part (a) states the band alignment they presume.

The density n counts traps whose level lets them take part in the current. Their positions are independent, and n is uniform in the film and equal in all devices. "Empty" means that the slab contains no trap site; it says nothing about whether a trap holds an electron.

**Hints**

1. The trap must be filled before it can be emptied. The mean time per transferred electron is the sum of two waiting times.

2. Moving the trap deeper shortens one waiting time and lengthens the other. Look at the product of the two rates.

3. For part (c), cut the slab into many small cells, each with a small chance of holding a trap. All of them must be empty.

4. For part (d), trap numbers in regions that do not overlap are independent. Knowing that the slab is empty does not change the mean number of traps outside it.

**Solution**

**(a) The best depth**

Let x be the distance of the trap from the silicon. A tunnelling amplitude falls as exp(-κx), and a rate, which goes as the amplitude squared, falls as exp(-2κx). Here

κ = √(2mφ)/ħ,

which for m = 0.2 electron masses and φ = 1.5 eV is 2.806 nm⁻¹. With one attempt rate ν for both steps, the filling rate c and emptying rate e are

c = ν exp(-2κx)
e = ν exp(-2κ(d - x)).

Three assumptions enter. The trap holds at most one transferable electron. Return steps are neglected: the trap level is taken to lie well below the Fermi level of the silicon and well above that of the gate, on the scale of the thermal energy of 0.026 eV, and the bias of 0.5 V leaves room for this only if the conduction band of the insulator at the silicon lies about 1.5 eV above the silicon Fermi level (between 1.25 and 1.75 eV for a trap at mid-film, with the whole bias across the film). Reported offsets for gadolinium oxide on silicon are nearer 2 eV. At 2.0 eV a mid-film trap 1.5 eV deep lies 0.25 eV above the silicon Fermi level; filling is then thermally activated, the peak current falls to about 10⁻⁴ of the value found below, the optimum moves about 0.2 nm towards the gate, and parts (a), (b) and (d) do not apply in this form. An electron that enters such a trap gives its excess energy to lattice vibrations; the effect of this on the rate is included in ν and taken to be the same at all depths. An electron with excess energy also meets a lower barrier on its way to the trap, which is neglected here. The barrier is treated as flat, so κ is constant; the tilt is restored below. Each step is also treated as one-dimensional. For a point-like trap in three dimensions the rates gain a factor of about 1/distance; this leaves the optimum at the centre but narrows the profile, lowering the widths and mean currents found below by 7 to 10 percent.

Let f be the probability that the trap is filled. In the steady state, electrons enter as often as they leave:

c(1 - f) = e f, so f = c/(c + e).

The number of electrons carried per unit time is

R = e f = ce/(c + e), or 1/R = 1/c + 1/e.

The product ce = ν² exp(-2κd) does not contain x. R is therefore largest where the sum c + e is smallest. For two positive numbers of fixed product, the sum is smallest when they are equal. Setting c = e gives x = d - x, hence

x = d/2 = 2.0 nm.

**(b) The current profile**

Write x = d/2 + u. Then

c = ν exp(-κd) exp(-2κu)
e = ν exp(-κd) exp(+2κu)
c + e = 2ν exp(-κd) cosh(2κu).

Dividing ce by this sum gives

R(u) = R_max / cosh(2κu), with R_max = (ν/2) exp(-κd).

For the present film κd = 11.2 and R_max = 6.67 × 10⁻⁶ ν. Far from the middle, R falls as exp(-2κ|u|), because the longer of the two steps sets the pace.

At the slab faces u = ±0.1 nm, so 2κ|u| = 0.561 and

R/R_max = 1/cosh(0.561) = 0.86.

A trap anywhere in the slab thus carries at least 86 percent of the largest single-trap current. The thickness of 0.2 nm is close to the rate decay length 1/(2κ) = 0.18 nm, which makes it a reasonable choice for a near-optimal region. It is still a choice: the current does not stop at the faces.

**(c) The fraction of empty slabs**

First convert the density. Since 1 cm = 10⁷ nm, 1 cm³ = 10²¹ nm³, and

n = 10¹⁸ cm⁻³ = 10⁻³ nm⁻³.

The slab volume is

V = L²t = 50 × 50 × 0.2 nm³ = 500 nm³,

so the mean number of traps in it is

λ = nV = 10⁻³ × 500 = 0.5.

Now divide V into M equal cells, so small that double occupation can be ignored. Each holds a trap with probability λ/M and is empty with probability 1 - λ/M. Because the cells are independent, their probabilities multiply:

P₀ = (1 - λ/M)^M.

Taking the logarithm and expanding it for large M,

ln P₀ = M ln(1 - λ/M) = -λ - λ²/(2M) - …

As M grows, all terms after the first vanish, leaving

P₀ = exp(-λ) = exp(-nL²t).

For λ = 0.5,

P₀ = exp(-0.5) = 0.607.

The slab is empty in about 61 percent of devices.

The same cells give the chance of one trap. There are M choices for the occupied cell, and the other M - 1 cells are empty:

P₁ = M (λ/M)(1 - λ/M)^(M-1) → λ exp(-λ) = 0.303.

The remaining probability, 1 - 0.607 - 0.303 = 0.090, belongs to two or more traps. A mean of one half therefore does not describe a typical device: most slabs have none, and some have several.

A numerical experiment checks the result without assuming the Poisson formula. When 1,600,000 traps were thrown uniformly over 160,000 gates, a fraction 0.6075 of the slabs was empty. The expected statistical scatter, √(P₀(1 - P₀)/160000), is 0.0012, so the difference from 0.6065 is within it.

The limits are simple. If λ is small, P₀ ≈ 1 - λ, and an occupied slab is a rare event. If λ is large, P₀ is exponentially small and nearly every device has a near-optimal trap. At fixed n and t, λ is proportional to gate area; the present gate lies between these limits, where devices differ strongly.

**Does the exact position of the slab matter?**

For P₀ it does not, provided that n is uniform and the slab remains inside the film. P₀ contains the volume and not the depth. This matters because the optimum need not be at the centre.

Suppose first that the attempt rates differ, ν₁ for filling and ν₂ for emptying. The product ce is still independent of x, so the optimum is still at c = e:

ν₁ exp(-2κx) = ν₂ exp(-2κ(d - x)).

Taking logarithms gives ln(ν₁/ν₂) = 2κ(2x - d), and hence

x = d/2 + ln(ν₁/ν₂)/(4κ).

A ratio of 100 moves the optimum by 0.41 nm, away from the electrode with the faster step.

Now restore the tilt, with equal attempt rates. At fixed electron energy the barrier falls linearly from 1.5 eV at the silicon to 1.0 eV at the gate, and, for this estimate only, the trap level is taken to match the electron energy at every depth. Let S₁ and S₂ be the integrals of κ before and after the trap. Then 1/R is proportional to exp(2S₁) + exp(2S₂), while S₁ + S₂ is fixed, so the optimum is at S₁ = S₂. Since κ goes as the square root of the barrier φ(x), and φ is linear in x, each integral is proportional to a difference of φ^(3/2). Equal integrals require

φ(x)^(3/2) = ½(1.5^(3/2) + 1.0^(3/2)) = ½(1.837 + 1.000) = 1.419,

with φ in eV. This gives φ(x) = 1.26 eV and x = 1.90 nm. In this estimate the optimum moves 0.10 nm towards the silicon, where the barrier is higher and each nanometre costs more. The tilt also raises the peak rate, here by a factor of 2.7. The shift depends on the energy at which the electron enters the trap: if it crosses at the silicon energy, under a barrier that starts at 1.5 eV, and leaves from a level 1.5 eV below the local band edge, both steps see the same barrier shape and the optimum stays at 2.0 nm. The 61 percent is unchanged.

**(d) The current that remains**

A layer of thickness du contains nL² du traps on average, and nL² = 2.5 nm⁻¹. If the traps conduct independently, the mean current from the region |u| < a is

I(a) = R_max nL² ∫ du / cosh(2κu), from -a to a.

To integrate, note that the derivative of 2 arctan(tanh(y/2)) with respect to y is

1/[cosh²(y/2) + sinh²(y/2)] = 1/cosh y.

With y = 2κu, so that du = dy/(2κ), the two equal halves of the range give

I(a) = R_max nL² (2/κ) arctan(tanh(κa)).

For the whole film, a = 2 nm. The hyperbolic tangent is then practically 1, the arctangent is π/4, and

I(film) = 2.5 × π/(2 × 2.806) R_max = 1.40 R_max.

For the slab, a = 0.1 nm, κa = 0.281 and arctan(tanh 0.281) = 0.267, so

I(slab) = 2.5 × (2/2.806) × 0.267 R_max = 0.48 R_max.

By hint 4, the mean current of a device with an empty slab is the difference, 0.92 R_max. The random-trap experiment gave the same value to two digits. This is 66 percent of the mean over all devices.

An empty slab is therefore far from an absence of leakage. The film under one gate holds 10 traps on average, and those just outside the slab conduct almost as well as those inside. For comparison, the devices with an occupied slab have the mean current

(1.40 - 0.607 × 0.92)/0.393 R_max ≈ 2.1 R_max,

because the two groups, weighted by their fractions, must reproduce the overall mean. The slab separates weaker from stronger leakage on average; it does not separate insulating from conducting devices.

**Comparison with a real film**

The slab is about one atomic layer thick, and thinner than the decay length 1/κ = 0.36 nm of the trap state. It is a counting volume, not a layer that could be seen as a separate object. In an amorphous film the discreteness of the sites hardly affects the count: with roughly 4 × 10²² oxygen sites per cm³, the slab has M = 20,000 sites, and the term λ²/(2M) lowers P₀ by about 4 × 10⁻⁶. In a crystalline film the sites lie in planes, and n is not uniform on this scale. If the planes are parallel to the film and 0.27 nm apart, the slab holds either one plane or none. With one plane, λ = 10⁻³ × 2500 × 0.27 = 0.68 and P₀ = 0.51; with none, the slab is always empty. The 61 percent then no longer applies, and the position of the slab matters.

The trap density matters much more. Halving n gives P₀ = 0.78, and doubling it gives 0.37. An error of 2 nm in the gate side gives 0.63 at 48 nm and 0.58 at 52 nm. In a real stack the density can also vary with depth, for example near an interface; λ is then the integral of n over the slab, and its position does matter. A thin trap-free interfacial oxide on the silicon would slow the filling step and move the optimum towards the silicon, as a small ν₁/ν₂ does.

Other conduction paths can be sized for these parameters. If each of 250 electrons under the gate (a rough 10¹³ cm⁻²) attempts to cross directly at the rate ν, their total current is 0.7 percent of that through one optimal trap for the flat barrier, and about 2 percent for the tilted one. The field is F = 0.5 V/4 nm = 1.25 MV/cm, about 0.3 of a rough breakdown field of 4 MV/cm.

A trapped electron can also be lifted thermally into the conduction band of the insulator. Suppose that the trap is positively charged when empty, and let q be the elementary charge and ε the permittivity. At a distance r from the trap, towards the gate, the band edge is then shifted by -q²/(4πεr) - qFr. The highest point of this curve is at r = √(q/(4πεF)), where the shift is -√(q³F/(πε)). For a rough optical relative permittivity of 4 the barrier is thus lowered by 0.42 eV. The same attraction would also lower the tunnelling barrier near the trap and raise both tunnelling rates, by about an order of magnitude in a one-dimensional estimate; the flat barrier of (a) leaves this out. With the attempt rate ν, the emission rate ν exp(-(1.5 - 0.42)/0.026) is about 10⁻¹³ of R_max.

Hopping through two traps can compete if all three hops are shorter than r = d/2 = 2 nm. For a pair with vertical separation z, the first trap can lie in a depth range of length z, and the lateral separation covers an area π(r² - z²). The mean number of such pairs is

n²L² ∫ z π(r² - z²) dz, from 0 to r, = n²L² πr⁴/4 = 0.03.

So about 3 percent of devices at most have a chain with such short hops, and fewer if the two levels must also match in energy. Where one exists, it can dominate the leakage: with the same ν for all hops and at most one electron in the chain at a time, three equal hops of d/3 carry (ν/3) exp(-2κd/3), which is 28 R_max. Such rates are rare: chains faster than 10 R_max occur in only about 0.3 percent of devices. Integrating the chain rate, the inverse of the sum of the three waiting times, numerically over all pair positions with weight n²L² gives a mean of 0.20 R_max per device; the net gain over the two traps acting alone is somewhat smaller, about 0.16 R_max. The mean currents in (d) count single traps only and leave this out.

**Variation 1: a window defined by the current**

Replace the 0.2 nm slab by the region in which a trap carries at least half of R_max. What fraction of devices has no trap there?

The edges satisfy cosh(2κu) = 2, so u = ±arcosh(2)/(2κ). The full width is

w = arcosh(2)/κ = 1.317/2.806 nm = 0.47 nm.

The mean number of traps is nL²w = 2.5 × 0.469 = 1.17, and

P₀ = exp(-1.17) = 0.31.

Thus 69 percent of devices have at least one trap within a factor of two of the best possible rate, although only 39 percent have one in the narrower slab.

The same argument works for any fraction s of the peak, as long as the window fits in the film. The probability that no single trap carries sR_max or more is

P(s) = exp(-nL² arcosh(1/s)/κ).

This is the distribution of the strongest trap in a device. As s approaches 1 the window closes and P(s) approaches 1: a trap at the optimum itself is never to be expected.

**Variation 2: traps created in pairs**

Keep the density at 10¹⁸ cm⁻³, but let the traps be created in pairs, with the pairs placed independently. How does the fraction of empty 0.2 nm slabs change?

If the partners are so close that they practically coincide, the independent objects are the pairs. Their mean number in the slab is λ/2 = 0.25, so

P₀ = exp(-0.25) = 0.78.

If the partners are so far apart that they never share the slab, each trap inside belongs to a different pair. The mean number of pairs that touch the slab is then λ, and P₀ returns to 0.61.

In between, let μ be the mean number of pairs with both members inside. Counting traps counts these pairs twice, so the mean number of pairs touching the slab is λ - μ, and

P₀ = exp(-(λ - μ)), with 0 ≤ μ ≤ λ/2.

Pairing thus leaves P₀ between 0.61 and 0.78. The mean number of traps is the same throughout; what changes is how they are shared among devices. The 61 percent therefore rests on independent positions as well as on the mean density. The numerical output below lists the main values.

Numbers as computed

```
trap density: 1.0e+18 cm^-3 = 1.0e-03 nm^-3
gate side: 50 nm; slab thickness: 0.2 nm
gate area: 2500 nm^2; slab volume: 500 nm^3
mean number of traps in slab: 0.500
probability slab empty: 0.6065 = 60.7 percent
probability of exactly one trap: 0.3033
probability of two or more traps: 0.0902
wafer experiment, gates: 160000; traps thrown: 1600000
wafer experiment, fraction of slabs empty: 0.6075
film thickness: 4.0 nm; mass: 0.2 m_e
trap depth: 1.5 eV; temperature: 300 K
decay constant kappa: 2.806 nm^-1
amplitude decay length 1/kappa: 0.356 nm
rate decay length 1/(2 kappa): 0.178 nm
optimal trap depth position: 2.000 nm
peak rate / attempt rate: 6.67e-06
rate at slab faces / peak rate: 0.861
full width at half peak rate: 0.469 nm
probability half-peak window empty: 0.309
mean traps in whole film under gate: 10.0
mean current, all devices: 1.399 R_max
mean current, empty-slab devices: 0.924 R_max
same from wafer experiment: 0.923 R_max
ratio empty-slab / all devices: 0.660
rough site density: 4e+22 cm^-3; sites in slab: 20000
change of P0 from finite sites: -3.8e-06
P0 if traps come in coincident pairs: 0.779
P0 for gate side 48 nm: 0.631
P0 for gate side 52 nm: 0.582
P0 for density times 0.5: 0.779
P0 for density times 2.0: 0.368
bias: 0.5 V; field: 1.25 MV/cm
field / rough breakdown field of 4 MV/cm: 0.31
optimum under bias: 1.900 nm; shift: -0.100 nm
shift for prefactor ratio 100: 0.410 nm
expected fast two-trap chains per device: 0.031
rough surface electron density: 1e+13 cm^-2
surface electrons under gate: 250
direct tunnelling / one optimal trap: 6.7e-03
rough optical permittivity: 4
thermal energy: 0.0259 eV; field lowering: 0.42 eV
thermal emission / one optimal trap: 1.3e-13
```
